**Ligand exchange between Ti(NMe2)4 and Ti(NEt2)4: test of the 1:4:6:4:1 ratio**

The program tests that an equimolar mixture, exchanging ligands without energetic preference, reaches the ratio 1:4:6:4:1. Here `k` is the number of NEt2 ligands on a titanium centre, `x[k]` the fraction of centres with that number, `p` the NEt2 share of all ligands, `s` the mean number of replacements per site, and `w` an energy per unlike ligand pair. It builds the 12 rotations of the tetrahedron from geometry and asserts that they leave five distinct complexes with 1, 4, 6, 4 and 1 arrangements. It enumerates all ligand placements on four centres and asserts agreement with the finite-number law, for equal and unequal ligand totals. A numerical minimization of the free energy and an integration of the pair-swap rate equations are both asserted to give the binomial law, at `p` = 0.5 and 0.3. Further assertions cover the equilibrium constants, the free-energy change of −3 kT ln 2 per Ti, the effect of `w`, and the composition and pressure of the vapour. The output shows 12.5, 50, 75, 50 and 12.5 mmol of the five complexes from 0.100 mol of each precursor. It also shows how equal masses, an assumed `w` of ±5 meV, and evaporation with rough pure pressures move the fractions away from the ideal ratio.

## Numerical verification

```python
"""
Result under test: Ti(NMe2)4 and Ti(NEt2)4, mixed in equal molar amounts and
exchanging ligands without energetic preference, reach the ratio 1:4:6:4:1.
k = number of NEt2 ligands on one Ti (0..4)
x[k] = fraction of Ti centres with k such ligands
p = fraction of all ligands that are NEt2
s = mean number of ligand replacements per site
w = extra energy per unlike ligand pair on one Ti (zero in the ideal model)
"""
from itertools import combinations, permutations, product
from math import comb
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from pyscf.data import elements

K = np.arange(5)


def binomial(p):
    return np.array([comb(4, k) * p**k * (1 - p)**(4 - k) for k in range(5)])


# Tetrahedral rotations found from geometry, then orbits of ligand patterns.
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
rotations = []
for perm in permutations(range(4)):
    matrix = np.linalg.pinv(corners) @ corners[list(perm)]
    if np.linalg.det(matrix) > 0:
        rotations.append(perm)
orbits = {}
for pattern in product((0, 1), repeat=4):
    key = min(tuple(pattern[i] for i in perm) for perm in rotations)
    orbits.setdefault(key, []).append(pattern)
assert len(rotations) == 12 and len(orbits) == 5
multiplicity = np.zeros(5)
symmetry_number = np.zeros(5)
for key, members in orbits.items():
    multiplicity[sum(key)] = len(members)
    symmetry_number[sum(key)] = sum(
        tuple(key[i] for i in perm) == key for perm in rotations)
assert np.array_equal(multiplicity, [comb(4, k) for k in range(5)])
assert np.allclose(symmetry_number * multiplicity, 12)


# Every placement of the ligands on four centres, against the finite-N law.
def finite_law(centres, ethyl):
    total = comb(4 * centres, ethyl)
    return np.array([comb(4, k) * comb(4 * centres - 4, ethyl - k) / total
                     for k in range(5)])


def enumerate_placements(centres, ethyl):
    counts = np.zeros(5)
    for chosen in combinations(range(4 * centres), ethyl):
        counts[sum(site < 4 for site in chosen)] += 1
    return counts / counts.sum()


small = enumerate_placements(4, 8)
assert np.allclose(small, finite_law(4, 8), atol=1e-13)
assert np.allclose(enumerate_placements(4, 5), finite_law(4, 5), atol=1e-13)
for p in (0.5, 0.3):
    errors = [np.max(abs(finite_law(n, round(4 * n * p)) - binomial(p)))
              for n in (100, 1000)]
    assert errors[1] < 1e-3 and 9 < errors[0] / errors[1] < 11


# Free energy per centre in units of kT, minimized at fixed ligand totals.
def free_energy(x, energy):
    return np.sum(x * (energy - np.log(multiplicity) + np.log(x)))


def minimize_free_energy(p, energy):
    end = (p - 0.2) / 0.6
    x = np.full(5, 0.08) + 0.6 * np.array([1 - end, 0, 0, 0, end])
    constraints = np.array([np.ones(5), K])
    for _ in range(200):
        gradient = energy - np.log(multiplicity) + np.log(x) + 1
        system = np.block([[np.diag(1 / x), constraints.T],
                           [constraints, np.zeros((2, 2))]])
        step = np.linalg.solve(system, np.r_[-gradient, 0, 0])[:5]
        x = x + step / (1 + np.max(abs(step / x)))
    return x


for p in (0.5, 0.3):
    for slope in (0.0, 3.0):
        assert np.allclose(minimize_free_energy(p, slope * K), binomial(p),
                           atol=1e-9)
x_eq = minimize_free_energy(0.5, 0.0 * K)
assert np.allclose(x_eq / x_eq[0], [1, 4, 6, 4, 1], atol=1e-7)
step_constants = x_eq[1:4]**2 / (x_eq[:3] * x_eq[2:])
overall_constant = x_eq[2]**2 / (x_eq[0] * x_eq[4])
assert np.allclose(step_constants, [8 / 3, 9 / 4, 8 / 3], atol=1e-7)
assert abs(overall_constant - 36) < 1e-6
unexchanged = 2 * 0.5 * np.log(0.5)
gain = free_energy(x_eq, 0.0 * K) - unexchanged
assert abs(gain + 3 * np.log(2)) < 1e-9


# Random pair swaps: four swaps per centre and unit time, so time equals s.
def swap_rates(_, x):
    change = np.zeros(5)
    for i in range(5):
        for j in range(5):
            up = 4 * x[i] * x[j] * (4 - i) / 4 * j / 4
            down = 4 * x[i] * x[j] * i / 4 * (4 - j) / 4
            change[i] -= up + down
            if i < 4:
                change[i + 1] += up
            if i > 0:
                change[i - 1] += down
    return change


times = np.array([0.5, 1.0, 2.0, 3.0, 12.0])
histories = {}
for p in (0.5, 0.3):
    run = solve_ivp(swap_rates, (0, 12), [1 - p, 0, 0, 0, p], t_eval=times,
                    rtol=1e-9, atol=1e-11)
    assert run.success
    histories[p] = run.y.T
    for s, x in zip(times, run.y.T):
        from_methyl = binomial(p * (1 - np.exp(-s)))
        from_ethyl = binomial(p + (1 - p) * np.exp(-s))
        assert np.allclose(x, (1 - p) * from_methyl + p * from_ethyl,
                           atol=1e-7)
    assert np.allclose(run.y[:, -1], binomial(p), atol=1e-7)

# Worked mixture and the effects left out of the ideal model.
temperature = 333.0
kT = const.k * temperature / const.e * 1000
mass_H, mass_C, mass_N, mass_Ti = [elements.MASSES[z] for z in (1, 6, 7, 22)]
molar_methyl = mass_Ti + 4 * (mass_N + 2 * mass_C + 6 * mass_H)
molar_ethyl = mass_Ti + 4 * (mass_N + 4 * mass_C + 10 * mass_H)
amount = 0.100
p_mass = (1 / molar_ethyl) / (1 / molar_methyl + 1 / molar_ethyl)
x_mass = minimize_free_energy(p_mass, 0.0 * K)
assert np.allclose(x_mass, binomial(p_mass), atol=1e-9)


def with_preference(w):
    weights = multiplicity * np.exp(-w * K * (4 - K) / kT)
    return weights / weights.sum()


w_size = 5.0
for w in (w_size, -w_size):
    numeric = minimize_free_energy(0.5, w * K * (4 - K) / kT)
    assert np.allclose(numeric, with_preference(w), atol=1e-9)
tiny = 1e-3
plus = minimize_free_energy(0.5, tiny * K * (4 - K) / kT)[2]
minus = minimize_free_energy(0.5, -tiny * K * (4 - K) / kT)[2]
response = (plus - minus) / (2 * tiny) / x_eq[2]
assert abs(response * kT + 1) < 1e-4

P_methyl, P_ethyl = 1.0, 0.01
r = (P_ethyl / P_methyl)**0.25
partial = x_eq * P_methyl * r**K
vapour = partial / partial.sum()
p_vapour = r / (1 + r)
assert np.allclose(vapour, binomial(p_vapour), atol=1e-8)
assert abs(partial.sum() - P_methyl * ((1 + r) / 2)**4) < 1e-8
P_before = 0.5 * (P_methyl + P_ethyl)


def show(label, values, digits=4):
    print(label + ":", " ".join(f"{v:.{digits}f}" for v in values))


print("Lists run over k = 0,1,2,3,4 NEt2 ligands unless labelled otherwise")
print("Proper rotations of the tetrahedron:", len(rotations))
print("Distinct complexes:", len(orbits))
show("Arrangements per complex", multiplicity, 0)
show("Rotational symmetry numbers", symmetry_number, 0)
show("Fractions, all placements on 4 centres", small)
show("Fractions, 1000 centres", finite_law(1000, 2000), 5)
show("Equilibrium fractions, minimized free energy", x_eq)
show("Equilibrium ratio to k=0", x_eq / x_eq[0], 3)
show("Constants x_k^2/(x_(k-1) x_(k+1)), k=1,2,3", step_constants)
print(f"Constant x_2^2/(x_0 x_4): {overall_constant:.3f}")
for s, x in zip(times, histories[0.5]):
    show(f"Fractions after s = {s:.1f} replacements per site", x)
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.2f} meV")
print(f"Free-energy change per Ti: {gain:.4f} kT")
print(f"Free-energy change per Ti: {gain * kT:.2f} meV")
gain_molar = gain * const.R * temperature / 1000
print(f"Free-energy change per mole of Ti: {gain_molar:.2f} kJ/mol")
print(f"Amount of each precursor: {amount:.3f} mol")
print(f"Molar mass Ti(NMe2)4: {molar_methyl:.2f} g/mol")
print(f"Molar mass Ti(NEt2)4: {molar_ethyl:.2f} g/mol")
print(f"Mass of Ti(NMe2)4: {amount * molar_methyl:.2f} g")
print(f"Mass of Ti(NEt2)4: {amount * molar_ethyl:.2f} g")
show("Equilibrium amounts in mmol", 2000 * amount * x_eq, 1)
print(f"NEt2 ligand fraction p for equal masses: {p_mass:.4f}")
show("Fractions for equal masses", x_mass)
print(f"Assumed size of w: {w_size:.1f} meV per unlike pair")
show("Fractions for positive w", with_preference(w_size))
show("Fractions for negative w", with_preference(-w_size))
print(f"First-order relative change of x_2: {response * w_size:.4f} for +w")
actual = with_preference(w_size)[2] / x_eq[2] - 1
print(f"Full relative change of x_2: {actual:.4f} for +w")
print(f"Rough pure pressure Ti(NMe2)4: {P_methyl:.2f} Torr")
print(f"Rough pure pressure Ti(NEt2)4: {P_ethyl:.2f} Torr")
print(f"Pressure factor r per replaced ligand: {r:.4f}")
print(f"NEt2 ligand fraction in vapour: {p_vapour:.4f}")
show("Vapour fractions", vapour)
print(f"Total pressure before exchange: {P_before:.4f} Torr")
print(f"Total pressure after exchange: {partial.sum():.4f} Torr")
print("PASS")
```

It prints:

```
Lists run over k = 0,1,2,3,4 NEt2 ligands unless labelled otherwise
Proper rotations of the tetrahedron: 12
Distinct complexes: 5
Arrangements per complex: 1 4 6 4 1
Rotational symmetry numbers: 12 3 2 3 12
Fractions, all placements on 4 centres: 0.0385 0.2462 0.4308 0.2462 0.0385
Fractions, 1000 centres: 0.06241 0.25000 0.37519 0.25000 0.06241
Equilibrium fractions, minimized free energy: 0.0625 0.2500 0.3750 0.2500 0.0625
Equilibrium ratio to k=0: 1.000 4.000 6.000 4.000 1.000
Constants x_k^2/(x_(k-1) x_(k+1)), k=1,2,3: 2.6667 2.2500 2.6667
Constant x_2^2/(x_0 x_4): 36.000
Fractions after s = 0.5 replacements per site: 0.2089 0.2162 0.1498 0.2162 0.2089
Fractions after s = 1.0 replacements per site: 0.1144 0.2454 0.2804 0.2454 0.1144
Fractions after s = 2.0 replacements per site: 0.0694 0.2499 0.3614 0.2499 0.0694
Fractions after s = 3.0 replacements per site: 0.0634 0.2500 0.3731 0.2500 0.0634
Fractions after s = 12.0 replacements per site: 0.0625 0.2500 0.3750 0.2500 0.0625
Temperature: 333 K
Thermal energy kT: 28.70 meV
Free-energy change per Ti: -2.0794 kT
Free-energy change per Ti: -59.67 meV
Free-energy change per mole of Ti: -5.76 kJ/mol
Amount of each precursor: 0.100 mol
Molar mass Ti(NMe2)4: 224.17 g/mol
Molar mass Ti(NEt2)4: 336.39 g/mol
Mass of Ti(NMe2)4: 22.42 g
Mass of Ti(NEt2)4: 33.64 g
Equilibrium amounts in mmol: 12.5 50.0 75.0 50.0 12.5
NEt2 ligand fraction p for equal masses: 0.3999
Fractions for equal masses: 0.1297 0.3457 0.3455 0.1535 0.0256
Assumed size of w: 5.0 meV per unlike pair
Fractions for positive w: 0.1028 0.2437 0.3071 0.2437 0.1028
Fractions for negative w: 0.0363 0.2450 0.4374 0.2450 0.0363
First-order relative change of x_2: -0.1742 for +w
Full relative change of x_2: -0.1811 for +w
Rough pure pressure Ti(NMe2)4: 1.00 Torr
Rough pure pressure Ti(NEt2)4: 0.01 Torr
Pressure factor r per replaced ligand: 0.3162
NEt2 ligand fraction in vapour: 0.2403
Vapour fractions: 0.3332 0.4214 0.1999 0.0421 0.0033
Total pressure before exchange: 0.5050 Torr
Total pressure after exchange: 0.1876 Torr
PASS
```
